\section*{Instability of a Paraelectric Film with Surface-Enhanced In-Plane Polarisation}

\section{The error that the condition prevents}

Suppose a 5 nm high-permittivity film is simulated at 130 K with bulk coefficients whose Curie--Weiss temperature is 35 K. The simulation treats it as a paraelectric with a wide margin. If its faces favour polarisation as strongly as in the example below, the continuum model below makes the unpolarised state already unstable, and a linear permittivity computed about that state within the model has no meaning.

A second error comes from reading the marginality condition without its inequality. At fixed temperature it is the thinner films that polarise, because the faces supply the driving energy and the interior opposes it. An implementation therefore needs the equality, its stable side, and the case in which no critical thickness exists.

\section{Model and conventions}

The film fills $-L/2<z<L/2$ and has two identical faces. Its polarisation is $P(z)\hat{\mathbf x}$, parallel to the faces. The energy per unit area is
\begin{align}
F={}&\int_{-L/2}^{L/2}\left[\frac a2P^2+\frac b4P^4+\frac g2(P')^2\right]dz\nonumber\\
&+\frac{g}{2\delta}\left[P(L/2)^2+P(-L/2)^2\right],\label{energy}
\end{align}
with $g>0$ and $b>0$. The extrapolation length is negative, $\delta=-|\delta|$, so surface polarisation lowers the energy. The bulk is paraelectric:
\begin{equation}
a=\frac{T-T_0}{\varepsilon_0C}>0,\qquad \xi=\sqrt{g/a}.
\end{equation}
Here $C$ is the Curie constant, $T_0$ the bulk Curie--Weiss temperature and $\xi$ the correlation length. The treatment is mean field, without misfit strain or gate bias.

The in-plane direction matters through electrostatics. Since $P$ depends on $z$ but points along $x$, $\nabla\cdot\mathbf P=0$. There is no normal component at the faces either, so no bound charge and no depolarising field arise. This requires a laterally wide film, or side electrodes held at equal potential.

Within this one-component model, lateral modulation cannot soften first. With isotropic gradient energy, a wave vector $k$ adds $gk^2$ to the quadratic coefficient. Modulation along $x$ also creates bound charge, whose field energy is non-negative. The laterally uniform mode is therefore the one to test.

\section{Stability of the unpolarised state}

Insert a small profile $u(z)$ into \eqref{energy}. To second order,
\begin{equation}
Q[u]=\frac12\int(au^2+gu'^2)\,dz-\frac{g}{2|\delta|}(u_+^2+u_-^2),
\end{equation}
where $u_\pm=u(\pm L/2)$ and integrals run over the film. The state $P=0$ is stable if $Q>0$ for every nonzero $u$. To find the smallest $Q$ at fixed norm, make $Q-(\lambda/2)\int u^2dz$ stationary. A variation $v$ gives, after integrating $gu'v'$ by parts,
\begin{align}
0={}&\int(au-gu''-\lambda u)v\,dz\nonumber\\
&+g\left(u'_+-\frac{u_+}{|\delta|}\right)v_+
-g\left(u'_-+\frac{u_-}{|\delta|}\right)v_-.
\end{align}
The values of $v$ inside and at the two faces are independent, so
\begin{equation}
-gu''+au=\lambda u,\qquad u'_\pm=\pm\frac{u_\pm}{|\delta|}.\label{eigen}
\end{equation}
The magnitude of $u$ grows towards each face. Multiplying the equation by $u$ and integrating shows that a mode has $Q=(\lambda/2)\int u^2dz$. The modes of this self-adjoint problem are complete and orthogonal, so the sign of the lowest $\lambda$ decides stability.

Because $a>0$, an instability needs $\lambda<a$. Put $\lambda=a-gq^2$ with $q>0$. Then $u''=q^2u$, and the solutions are $\cosh qz$ and $\sinh qz$.

\subsection{Even mode}

For $u=\cosh qz$, the condition at the upper face is $q\sinh(qL/2)=\cosh(qL/2)/|\delta|$, or
\begin{equation}
q\tanh\frac{qL}{2}=\frac1{|\delta|}.\label{even}
\end{equation}
The lower face gives the same equation by symmetry. The derivative of the left side with respect to $q$ is
\begin{equation}
\tanh\frac{qL}{2}+\frac{qL}{2}\operatorname{sech}^2\frac{qL}{2}>0,
\end{equation}
and the left side runs from zero to infinity. There is one root, $q_{\rm e}$, for every thickness.

\subsection{Odd mode}

For $u=\sinh qz$ the boundary condition becomes
\begin{equation}
q\coth\frac{qL}{2}=\frac1{|\delta|}.\label{odd}
\end{equation}
With $x=qL/2$, the function $x\coth x$ starts at 1 and has derivative $(\sinh2x-2x)/(2\sinh^2x)>0$. The left side of \eqref{odd} therefore starts at $2/L$ and rises, so a root $q_{\rm o}$ exists when $L>2|\delta|$. Since $\tanh x<\coth x$, the left side of \eqref{even} evaluated at $q_{\rm o}$ is below $1/|\delta|$. Hence $q_{\rm e}>q_{\rm o}$, and the even mode has the lower $\lambda$. All remaining modes have $\lambda\ge a$.

\subsection{The condition and its stable side}

The lowest eigenvalue is $\lambda_0=a-gq_{\rm e}^2$. It vanishes when $q_{\rm e}=1/\xi$. Substitution in \eqref{even} and multiplication by $\xi$ give
\begin{equation}
\boxed{\tanh\frac{L}{2\xi}=\frac{\xi}{|\delta|}.}\label{result}
\end{equation}
Stability means $\lambda_0>0$, hence $1/\xi>q_{\rm e}$. Because the left side of \eqref{even} rises with $q$, this is equivalent to
\begin{equation}
\tanh\frac{L}{2\xi}>\frac{\xi}{|\delta|}\quad\text{(stable)}.\label{stable}
\end{equation}
The opposite inequality means instability.

At fixed temperature with $\xi<|\delta|$, solving \eqref{result} for thickness gives
\begin{equation}
L_c=2\xi\,\operatorname{artanh}\frac{\xi}{|\delta|}.\label{lc}
\end{equation}
The hyperbolic tangent rises with $L$, so films with $L<L_c$ are unstable and films with $L>L_c$ are stable. If $\xi\ge|\delta|$, then $\tanh(L/2\xi)<1\le\xi/|\delta|$ and every thickness is unstable. Code should test for this case before it evaluates \eqref{lc}.

At fixed thickness, $\lambda_0=0$ gives
\begin{equation}
T_c=T_0+\varepsilon_0Cg\,q_{\rm e}^2.\label{tc}
\end{equation}
This lies above $T_0$ for every finite $L$. The left side of \eqref{even} also rises with $L$, so $q_{\rm e}$ and $T_c$ fall as the film thickens at fixed $|\delta|$.

For root finding, $0<q<1/|\delta|+2/L$ is a safe bracket. In terms of $y=qL/2$, the upper end is $y=L/(2|\delta|)+1$. There $y(1-\tanh y)=2y/(e^{2y}+1)<1$, so $y\tanh y>y-1=L/(2|\delta|)$, which puts the left side of \eqref{even} above its right side.

\section{Thin and thick films}

Let $x=q_{\rm e}L/2$ and $s=L/(2|\delta|)$, so that $x\tanh x=s$. For $s\ll1$, $x^2-x^4/3\simeq s$. Replacing $x^4$ by $s^2$ gives $x^2\simeq s+s^2/3$, and with $q_{\rm e}^2=4x^2/L^2$,
\begin{equation}
q_{\rm e}^2\simeq\frac{2}{|\delta|L}+\frac1{3\delta^2}.
\end{equation}
The first term is the energy gain of two faces shared over the thickness of a nearly uniform film. Its divergence as $L\to0$ belongs to the continuum model and cannot be followed down to a few atomic layers.

For $L\gg|\delta|$, use $\tanh(q_{\rm e}L/2)\simeq1-2e^{-q_{\rm e}L}$, with $q_{\rm e}\simeq1/|\delta|$ in the exponent. Then $q_{\rm e}\simeq(1+2e^{-L/|\delta|})/|\delta|$ and
\begin{equation}
q_{\rm e}^2\simeq\frac{1+4e^{-L/|\delta|}}{\delta^2}.\label{thick}
\end{equation}
Each face now orders almost independently, in a layer of depth about $|\delta|$. The transition temperature tends to $T_0+\varepsilon_0Cg/\delta^2$ and not to $T_0$. This limit is also the temperature at which $\xi=|\delta|$, below which no finite $L_c$ exists.

\section{The same condition from the permittivity}

Apply a uniform in-plane field $E$ to the stable film. This adds $-EP$ to the energy density and leaves the boundary conditions unchanged. The linear equation $aP-gP''=E$ has the even solution
\begin{equation}
P=\frac Ea+B\cosh\frac z\xi.
\end{equation}
At the upper face, with $\ell=L/2\xi$,
\begin{equation}
\frac B\xi\sinh\ell=\frac1{|\delta|}\left(\frac Ea+B\cosh\ell\right),
\end{equation}
so that
\begin{equation}
B=\frac{E/a}{(|\delta|/\xi)\sinh\ell-\cosh\ell}.
\end{equation}
The average of $\cosh(z/\xi)$ over the film is $(2\xi/L)\sinh\ell$. Dividing the mean polarisation by its bulk value $E/a$, and writing $t=\tanh\ell$,
\begin{equation}
\frac{\chi}{\chi_{\rm bulk}}=1+\frac{2\xi}{L}\,\frac{t}{(|\delta|/\xi)t-1}.\label{chi}
\end{equation}
The denominator vanishes at \eqref{result} and is positive on the side given by \eqref{stable}. A negative denominator tells the user that the expansion was made about an unstable state.

Near $T_c$ the soft mode $\phi=\cosh q_{\rm e}z$ dominates. Its amplitude in the field is $E\int\phi\,dz/(\lambda_0\int\phi^2dz)$, and $\lambda_0=(T-T_c)/(\varepsilon_0C)$. Averaging over the film gives
\begin{equation}
\frac{\chi}{\varepsilon_0}\simeq\frac{C}{T-T_c}\,\frac{(\int\phi\,dz)^2}{L\int\phi^2dz}.\label{curie}
\end{equation}
The last factor is at most 1, by the Cauchy--Schwarz inequality. It measures how well a uniform field drives a non-uniform mode.

\section{Onset of polarisation}

On the stable side $Q\ge0$, so $F\ge(b/4)\int P^4dz>0$ for every nonzero $P$. The unpolarised state is then the global minimum, and no discontinuous transition can precede \eqref{result} in this model.

Just below $T_c$, put $P=A\phi$. The energy becomes
\begin{equation}
F=\frac{\lambda_0}{2}A^2\int\phi^2dz+\frac b4A^4\int\phi^4dz.
\end{equation}
Setting $dF/dA=0$ and dividing by $A\ne0$ gives
\begin{equation}
A^2=\frac{gq_{\rm e}^2-a}{b}\,\frac{\int\phi^2dz}{\int\phi^4dz}.\label{amp}
\end{equation}
Changes of profile are of order $A^3$ and alter the energy only at order $A^6$, so \eqref{amp} is the leading law and the onset is continuous. If $b<0$, a positive higher-order term is needed, and \eqref{result} marks the limit of metastability of $P=0$; the film may polarise before reaching it.

\section{Worked example}

Take $C=80000$ K, $T_0=35$ K, $g=4.0\times10^{-10}$ J\,m$^3$/C$^2$, $b=7.0\times10^9$ J\,m$^5$/C$^4$, $|\delta|=1.8$ nm and $L=5.0$ nm. Then $\varepsilon_0Cg=283.3$ K\,nm$^2$. Equation \eqref{even} gives $q_{\rm e}=0.6106$ nm$^{-1}$, and
\begin{equation}
T_c=35+283.3(0.6106)^2\simeq141\ \text{K}.
\end{equation}
There $\xi=1.638$ nm, and both sides of \eqref{result} equal 0.910. The thick-film formula \eqref{thick} gives 144 K, although $L/|\delta|$ is only 2.8. The limit for infinite thickness is 122 K, while a 3 nm film with the same $|\delta|$ has $T_c=177$ K.

At 150 K, $\xi=\sqrt{283.3/115}=1.570$ nm and
\begin{equation}
L_c=2(1.570)\operatorname{artanh}\frac{1.570}{1.8}=4.21\ \text{nm}.
\end{equation}
A finite-element search for the thickness at which the quadratic energy first loses positivity also gives 4.21 nm. The critical thickness is 6.70 nm at 130 K and 1.35 nm at 300 K. The last value is about three and a half unit cells, where a continuum theory is doubtful.

The in-plane $\chi/\varepsilon_0$ of the 5 nm film is 474 at 300 K, against 302 in the bulk. At 150 K it is about 7900, against 696. That large ratio reflects a distance of only 9 K from $T_c$: the factor in \eqref{curie} is 0.925, and $0.925\times80000/9.4\simeq7900$.

Ten kelvin below $T_c$, \eqref{amp} gives a mid-film polarisation of 2.59 $\mu$C/cm$^2$. The full nonlinear profile gives 2.66 $\mu$C/cm$^2$ there and 6.23 $\mu$C/cm$^2$ at the faces. These amplitudes belong to the one-component model. In a cubic film the second in-plane component softens at the same $T_c$. If the two are coupled through $(h/2)P_x^2P_y^2$ with the $h<b$ used below, the state along $x$ is unstable. The polarisation then turns to the in-plane diagonal, $b$ is replaced by $(b+h)/2$, and the full values become 3.15 and 7.37 $\mu$C/cm$^2$. When $a$ is 1\% below $gq_{\rm e}^2$, the mid-film value departs from the law by 0.29\% of the law's value; at 0.25\% below, by 0.07\%. The error falls in proportion to the distance, as a leading-order law requires.

\section{What a real gate stack changes}

The bulk parameters are rough values in the regime of strontium titanate, whose relative permittivity is roughly 300 at room temperature. The value and sign of $\delta$ are assumptions, not properties established for a particular interface. A 10\% larger $|\delta|$ lowers $T_c$ by 14 K. At fixed $L$ and $|\delta|$ the rise $T_c-T_0$ is proportional to $g$, here the coefficient for gradients transverse to $P$. Halving $g$ gives $T_c=88$ K, and the film is then stable at 130 K. A gate capacitor measures the response normal to the film, so the in-plane values above must not be used as its gate permittivity. The estimates below change one effect at a time from the 5 nm example, and their coefficients are also rough.

\paragraph{Gate field.} A normal polarisation $P_3$ coupled through $(h/2)P^2P_3^2$ raises $a$ by $hP_3^2$. At 1 MV/cm inside the film, or 0.5 V across 5 nm, the bulk relation $aP_3+bP_3^3=E_3$ at the unbiased $T_c$ gives $P_3=21$ $\mu$C/cm$^2$. With $h=3.0\times10^9$ J\,m$^5$/C$^4$, the shift is $-97$ K. This nearly cancels the surface-induced rise of 106 K. Since $P_3$ grows on cooling, the self-consistent shift is larger still, and it more than cancels the rise. The zero-bias $T_c$ should not be applied to a biased gate.

\paragraph{Misfit strain.} An equal biaxial strain $u_m$ lowers $a$ by $2u_mQ_s/s_s$, where $Q_s=Q_{11}+Q_{12}$ and $s_s=s_{11}+s_{12}$ are sums of electrostrictive and compliance coefficients. This follows from the stress $u_m/s_s$ acting through the energy $-Q_sP^2u_m/s_s$. For $Q_s=0.03$ m$^4$/C$^2$, $s_s=2.7\times10^{-12}$ Pa$^{-1}$ and 0.1\% tension, $T_c$ rises by 16 K. The shift is linear in strain, so 1\% would matter more than the surfaces do.

\paragraph{Lateral edges.} An isolated strip of width $W\gg L$, polarised across its width, carries opposite charges on its edges. Integrating their logarithmic interaction gives a depolarising factor
\begin{equation}
N\simeq\frac{L}{\pi W}\left(\ln\frac WL+\frac32\right)
\end{equation}
and a shift $-CN/\varepsilon_r$. For $W=10\ \mu$m and a background permittivity $\varepsilon_r=3.9$, this is $-30$ K for uniform polarisation. That overstates the loss, because a polarisation that falls towards the edges spreads the charge. In a thin strip the profile $P=P_0\sqrt{1-4x^2/W^2}$, with $x$ measured from the middle, has the uniform depolarising field $-P_0L/(\varepsilon_0\varepsilon_rW)$. Weighting this field by the profile gives $N=3\pi L/(8W)$ and a shift of only about $-12$ K. Side electrodes at equal potential remove the edge cost, and a metal gate close to the film reduces it by screening the charges. A long strip of a material with two in-plane components can also avoid it by polarising along its length.

Modulation along $P$ shows the same sensitivity when no metal is near the film. At a pitch of 1000 nm the charge energy of the even mode is worth 295 K, so that mode cannot order. The best modulated mode instead orders at 90 K, close to the 92 K of the uniform odd mode. That mode is odd in $z$: the film polarises oppositely at its two faces, which cancels the net charge. At this pitch, a metal gate within a few nanometres of the film screens the charge well enough for a nearly even mode to order first again. Screening is weaker at shorter pitches.

\paragraph{Smaller corrections.} Replacing the continuum by 13 layers of 0.39 nm, with the surface energy placed on the outer layers, lowers $T_c$ by 14 K relative to a continuum film of equal thickness. Most of this shift comes from where the surface energy is placed: the centre of an outer layer lies half a cell inside the face, where the polarisation is smaller. Quantum saturation, modelled by replacing $T$ with $(T_1/2)\coth(T_1/2T)$ for $T_1=80$ K, lowers it by 4 K. The thermal-fluctuation scale is 1.5 K, but this is not the size of the shift. It leaves out a logarithmic factor, which can multiply it several times, and the charge energy of lateral modulation, which suppresses the fluctuations. Strontium titanate also has a structural transition slightly above 100 K, which this energy omits.

For an unbiased, unstrained film with shorted sides, \eqref{result} gives a first estimate of stability once $\delta$ is known, subject to the smaller corrections above. For a working gate, the strain and bias terms must be added to $a$ before $\xi$ is computed. This assumes that the normal polarisation is nearly uniform through the film, so that a single $a$ describes it. If the corrected $a$ is zero or negative, no finite real $\xi$ exists and the unpolarised state is unstable at every thickness. The values used here are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Curie constant C = 80000 K
bulk Curie-Weiss temperature T0 = 35 K
gradient coefficient g = 4.0e-10 J m^3/C^2
quartic coefficient b = 7.0e+09 J m^5/C^4
extrapolation length magnitude = 1.8 nm
film thickness L = 5.0 nm
eps0*C*g = 283.3 K nm^2
root q of even mode = 0.6106 1/nm
xi at film transition = 1.638 nm
tanh(L/2xi) at transition = 0.9098
xi/|delta| at transition = 0.9098
film transition temperature = 140.6 K
odd-mode temperature = 92.2 K
thick-film limit temperature = 122.4 K
transition temperature, L=3 nm: 176.6 K
transition temperature, L=10 nm: 123.8 K
transition temperature, L=20 nm: 122.5 K
T=130 K: xi = 1.727 nm, Lc = 6.70 nm
T=150 K: xi = 1.570 nm, Lc = 4.21 nm
T=200 K: xi = 1.310 nm, Lc = 2.42 nm
T=300 K: xi = 1.034 nm, Lc = 1.35 nm
Lc at 150 K from finite elements = 4.21 nm
T=150 K: chi/eps0 bulk = 696, film = 7919
T=300 K: chi/eps0 bulk = 302, film = 474
film/bulk Curie constant near Tc = 0.925
P centre 10 K below Tc, law = 2.59 uC/cm^2
P centre 10 K below Tc, full = 2.66 uC/cm^2
P surface 10 K below Tc, full = 6.23 uC/cm^2
amplitude-law error at 1% and 0.25% = 2.9e-03, 7.2e-04
surrounding relative permittivity = 3.9
modulation pitch along P = 1000 nm
charge cost of even mode at this pitch = 295 K
best modulated mode orders at = 90.2 K
strain inputs: 0.1 %, 0.03 m^4/C^2, 2.7e-12 1/Pa
shift by tensile misfit strain = +15.7 K
gate field = 1.0 MV/cm
cross coefficient h = 3.0e+09 J m^5/C^4
normal polarisation under gate field = 21.4 uC/cm^2
shift by gate field = -96.9 K
isolated strip width = 10 um
shift by edge charge (uniform trial) = -29.7 K
quantum saturation temperature T1 = 80 K
shift by quantum saturation = -3.9 K
discrete film: 13 layers of 0.39 nm
shift by discrete layers = -14.4 K
thermal-fluctuation scale = 1.5 K
shift if |delta| is 10% larger = -14.3 K
\end{verbatim}
